Folding an indirect gap to Γ does not make it optically direct

**The argument under comment**

The argument concerns a two-dimensional crystal with a square lattice of period a, whose valence maximum lies at M = (π/a, π/a) and whose conduction minimum lies at X = (π/a, 0). It runs as follows.

"In a 2×2 supercell both band edges appear at Γ. The gap is then direct. Since light drives vertical transitions, the crystal should absorb at the gap energy as a direct-gap material does. If one objects that the supercell is only a description, let a weak superlattice potential make the doubled period real. The primitive wavevector is then no longer conserved, and the transition is allowed with ordinary strength."

There are two claims here: one about a change of description, the other about a change of the crystal. I take them in turn, for independent electrons in a local potential. Light enters through the momentum operator p, with the photon wavevector neglected. Phonons and electron-hole attraction are left out, so the question is whether a photon alone can drive the transition.

**What folding changes**

The reciprocal vectors of the 2×2 supercell are (π/a)(i, j) with integer i and j. Both M and X are among them, so both receive the supercell label Γ. This part of the argument is correct.

The Hamiltonian, however, has not changed, and neither have its eigenfunctions and energies. Absorption is computed from these, and cannot depend on how many primitive cells we draw a box around. The error must lie in the step from "same supercell label" to "allowed transition".

Let v be the valence edge with primitive wavevector k_v, and c the conduction edge with k_c. Let T_R translate by a primitive lattice vector R, so that a Bloch function obeys

T_R ψ_k(r) = ψ_k(r + R) = exp(ik·R) ψ_k(r).

T_R is unitary on the supercell with periodic boundaries, and it commutes with p, because a derivative does not depend on the choice of origin. Therefore

⟨c|p|v⟩ = ⟨T_R c|T_R p v⟩ = ⟨T_R c|p|T_R v⟩ = exp[i(k_v − k_c)·R] ⟨c|p|v⟩.

The factor from c is complex conjugated because it stands in the bra. Moving everything to one side gives

{1 − exp[i(k_v − k_c)·R]} ⟨c|p|v⟩ = 0.

If k_v − k_c is not a primitive reciprocal vector, some R makes the brace nonzero, and the matrix element must vanish. Here k_v − k_c = (0, π/a), and R = (0, a) gives a brace of 1 − (−1) = 2.

"Vertical" thus means equal wavevector under every translation that the crystal possesses. The supercell label records only the translations by 2a. It discards the information that forbids the transition, but the wavefunctions keep it.

**Where the cancellation happens**

The zero does not mean that the integrand is zero. Let I(0) be the integral of ψ_c* p ψ_v over one primitive cell. Shifting the integration variable by R gives, for the displaced cell,

I(R) = exp[i(k_v − k_c)·R] I(0).

For M and X the sign alternates from one row to the next along y, and the supercell sum is zero.

A definite case shows the sizes. I take free-electron mass, a = 0.5 nm, and the round model potential

V = −2V_x cos(2πx/a) − 2V_y cos(2πy/a), V_x = 1.0 eV, V_y = 1.2 eV,

with one filled band. A scan of the primitive zone on a grid places the edges at M and X, as the argument assumes:

E_v = 0.6236 eV, E_c = 1.9645 eV, E_c − E_v = 1.3409 eV.

The smallest direct gap on the same grid is 1.9863 eV. Diagonalizing the 2×2 supercell gives the gap 1.3409 eV at Γ, so the band plot does look direct. From here on, P denotes ⟨c|p_x|v⟩/ħ, in nm⁻¹. The integrals over the four primitive cells, each centred on a minimum of V, are

+1.5385, −1.5385, +1.5385, −1.5385 nm⁻¹,

and their sum is zero. For the direct transition at M, from the first band to the second, each cell contributes 1.5922 nm⁻¹ in magnitude with the same sign. The total is 4 × 1.5922 = 6.369 nm⁻¹. With this choice of cells the individual contributions are of similar size; the two transitions differ in how the cells add.

The integral over a single cell is not itself an optical strength. For the folded pair, moving the cell boundaries by a/2 along y makes it vanish, because v is then odd and c even in y about the centre of each cell. Moving them by a turns +1.5385 into −1.5385. Both its size and its sign therefore depend on where the boundaries are drawn. The supercell sum does not.

The lowest bright transition at the supercell Γ lies at 1.9863 eV, the primitive direct gap. Two transitions lie below it, and both are dark. They must connect different primitive wavevectors, since a transition at fixed wavevector costs at least the direct gap.

One precaution is needed when such elements are read from a calculation. If folded states from different wavevectors have equal energy, a diagonalization may return arbitrary mixtures of them. The squared momentum elements should then be summed over all pairs of states from the initial and the final degenerate group, because that sum is unchanged by a unitary mixing within either group. In the example both edge states are non-degenerate.

**What a real superlattice changes**

The second claim adds a potential λu(r), where λ is an energy and u is real and dimensionless. This is a different crystal, and the selection rule above no longer applies in full. But the loss of a conservation law does not give the transition ordinary strength.

Assume that u couples v and c to no state degenerate with them. To first order in λ,

|v(λ)⟩ = |v⟩ + λ Σ_m |m⟩⟨m|u|v⟩/(E_v − E_m),

⟨c(λ)| = ⟨c| + λ Σ_m ⟨c|u|m⟩⟨m|/(E_c − E_m),

where each sum omits the state being perturbed. In the product ⟨c(λ)|p|v(λ)⟩ the term without λ is ⟨c|p|v⟩ = 0. The terms linear in λ are

⟨c(λ)|p|v(λ)⟩ = λP₁ + higher orders,

P₁ = Σ_m ⟨c|p|m⟩⟨m|u|v⟩/(E_v − E_m) + Σ_m ⟨c|u|m⟩⟨m|p|v⟩/(E_c − E_m).

Since p conserves the primitive wavevector, m lies at k_c in the first sum and at k_v in the second. The first sum includes m = c and the second m = v, but these terms contain ⟨c|p|c⟩ and ⟨v|p|v⟩. Each is proportional to the slope of its band, which is zero at a smooth extremum.

The formula shows the mechanism. The valence edge acquires a small admixture of states at X, from which c can be reached by a direct transition. The conduction edge acquires a small admixture of states at M, which can be reached directly from v. The folded gap borrows strength from direct transitions. The amplitude starts as λ and the absorption strength as λ², provided P₁ is not zero.

**Evaluating the borrowed strength**

Take u = cos(πy/a) cos(2πx/a), which makes the corrugation along x alternate from row to row. It changes the y wavevector by π/a, as required to connect M and X.

The unperturbed potential is a sum of a function of x and a function of y, so its eigenstates are products. Let φ₁ and φ₂ be the two lowest x states at k_x = π/a. Let χ₀ and χ_π be the lowest y states at k_y = 0 and π/a. The four states that matter are

v = φ₁χ_π, X₁ = φ₁χ₀, c = φ₂χ₀, M₂ = φ₂χ_π,

where X₁ is in the first band at X and M₂ in the second band at M. Energies add, so v lies above X₁ by the same amount W by which M₂ lies above c:

W = 0.6236 − (−0.0218) = 0.6454 eV, W = 2.6099 − 1.9645 = 0.6454 eV.

Define p₂₁ = ⟨φ₂|p_x|φ₁⟩/ħ, B = ⟨χ₀|cos(πy/a)|χ_π⟩ and A_ij = ⟨φ_i|cos(2πx/a)|φ_j⟩. The functions can be chosen real, so B and A_ij are real. In the first sum of P₁, the state m = X₁ has E_v − E_m = +W. In the second, m = M₂ has E_c − E_m = −W. Together they give, with P₁ now also divided by ħ,

P₁ ≈ p₂₁BA₁₁/W − p₂₁BA₂₂/W = (p₂₁B/W)(A₁₁ − A₂₂).

The two terms add if A₁₁ and A₂₂ have opposite signs. If the signs are equal the terms oppose each other, and they cancel completely only when A₁₁ = A₂₂. In the simplest two-wave picture φ₁ is proportional to cos(πx/a), concentrated where V is low, and φ₂ to sin(πx/a). Since cos² = (1 + cos(2πx/a))/2 and sin² = (1 − cos(2πx/a))/2, this gives A₁₁ = 1/2 and A₂₂ = −1/2. The terms add.

The full wavefunctions give +4.640 and +3.289 nm⁻¹ eV⁻¹ for the two terms, a sum of 7.929. All intermediate states together give |P₁| = 7.861 nm⁻¹ eV⁻¹. The difference, about 1% of the total, comes from higher x states; other y states do not contribute, because p_x leaves the y factor unchanged.

For λ = 0.02 eV the linear law predicts

|P| = 0.02 × 7.8605 = 0.1572 nm⁻¹.

Diagonalizing the perturbed supercell gives the same value to four decimals. This is 2.5% of the direct element 6.369 nm⁻¹. To compare absorption strengths I use the oscillator strength per spin,

f = 2|⟨c|p_x|v⟩|²/(mΔE),

where ΔE is the transition energy. The ratio to the direct transition at M is

f/f_direct = (0.15716/6.3687)² × (1.9863/1.3407) = 9.0 × 10⁻⁴.

At λ = 0.01 eV the ratio is 2.3 × 10⁻⁴, four times smaller. The gap is direct by label, and the translation symmetry really is broken, yet the transition has less than a thousandth of the ordinary strength.

**How far the linear law reaches**

For this period doubling the first correction to the amplitude is cubic. Let T translate by a along y. It reverses the sign of cos(πy/a), so it turns H(λ) into H(−λ). At λ = 0 it multiplies v by −1 and c by +1. Fix the phases by requiring a positive overlap with the λ = 0 states. Then

|v(−λ)⟩ = −T|v(λ)⟩, |c(−λ)⟩ = +T|c(λ)⟩.

The minus sign is needed because ⟨v|T|v(λ)⟩ = −⟨v|v(λ)⟩. As T commutes with p, it follows that P(−λ) = −P(λ). Only odd powers occur, and the relative deviation from the linear law starts as λ². Doubling λ from 0.02 to 0.04 eV should multiply that deviation by four; the computed factor is 3.994.

For larger λ the four-state model can be solved without expanding. The potential u does not mix φ₁ with φ₂, because these have opposite parity in x while cos(2πx/a) is even. There remain two separate two-level problems:

v(λ) = cos α v + sin α X₁, tan 2α = 2λBA₁₁/W,

c(λ) = cos β c + sin β M₂, tan 2β = −2λBA₂₂/W.

The second sign is reversed because c is the lower level of its pair, while v is the upper level of its own. The direct elements ⟨c|p_x|X₁⟩ and ⟨M₂|p_x|v⟩ both equal ħp₂₁, so

P = p₂₁(cos β sin α + sin β cos α) = p₂₁ sin(α + β).

For small angles this returns the two-term linear law. To evaluate it at λ = 0.64 eV, the couplings follow from the two printed terms:

BA₁₁ = 4.6403 × 0.6454/6.3687 = 0.470,

−BA₂₂ = 3.2892 × 0.6454/6.3687 = 0.333.

Then tan 2α = 0.933 and tan 2β = 0.661, so α = 21.5° and β = 16.7°. The result is |P| = 6.369 × sin 38.2° = 3.94 nm⁻¹. Full diagonalization gives 3.91, and the linear law 5.03. Here λ is as large as W, and the folded transition has 65% of the direct oscillator strength. A strong superlattice can therefore make the gap optically direct in substance. The argument under comment needed this for a weak one.

The linear law fails for the same reason, a large ratio λ/W, when W → 0 at fixed λ. Both angles then tend to 45° however small λ is, and P tends to the full p₂₁. This does not contradict the selection rule. The product form gives

E_c − E_v = E_direct − W = 1.9863 − 0.6454 = 1.3409 eV,

so as W vanishes the indirect gap merges with the direct one. The requirement for linear growth is that λ times the coupling be small compared with W; a λ small compared with the gap is not sufficient.

The gap itself moves too. It has no first-order shift, because u changes the wavevector and so ⟨v|u|v⟩ = ⟨c|u|c⟩ = 0. In second order v is pushed up by X₁ and c is pushed down by M₂. At λ = 0.08 eV the closing is

(0.08)² × (0.470² + 0.333²)/0.6454 = 0.0033 eV,

against a computed change of 1.3409 − 1.3377 = 0.0032 eV. The two agree within the rounding of the printed gaps.

**Broken symmetry is not sufficient**

The second claim fails in another way: some superlattices break the primitive translation and still leave the transition dark.

Consider first u = cos(πy/a). It has the right wavevector to connect M and X. But cos(2πx/a) has now been replaced by 1, so A₁₁ = A₂₂ = 1 and the two borrowed terms cancel. Numerically they are +8.095 and −8.095 nm⁻¹ eV⁻¹.

The cancellation is not limited to first order. The total potential is still a function of x plus a function of y, so the edge states remain products. Their x factors are φ₂ and φ₁, and their y factors are two different eigenstates of the same y Hamiltonian, hence orthogonal. The element of p_x contains the overlap of the y factors, which is zero. The element of p_y contains the overlap of φ₂ and φ₁, also zero. This holds for any λ at which the two states keep these factors.

Consider next u = cos(πx/a) cos(2πy/a). It doubles the period along x but leaves translation by a along y intact. Under that translation v still changes sign and c does not, so the original selection rule applies with R = (0, a). The superlattice has the wrong wavevector to join these two edges.

**What unfolding can and cannot show**

An unfolding calculation assigns a supercell state weights at primitive wavevectors, by summing the squared plane-wave coefficients that belong to each. For the unperturbed supercell, c has all its weight at X and v all its weight at M. That exposes the folded gap as indirect.

With the superlattice present, the first-order state above gives the weight of c that leaks to M:

w = λ² Σ_m |⟨m|u|c⟩|²/(E_c − E_m)²,

with m at M. For the row-alternating u the sum is 0.268 eV⁻². At λ = 0.08 eV this predicts 0.0017, in agreement with the diagonalization.

Leaked weight is still not a measure of absorption. At the same λ the separable potential leaks 0.0100, about six times as much, and its transition is dark. The weight of c contains only the squared admixtures in c. The momentum element also depends on the admixtures in v, and on the relative sign of the two borrowed amplitudes.

**Assessment**

The first claim should be withdrawn: a supercell of the unchanged crystal has no photon-only transition between these edges in the approximation used. The second should be replaced by a conditional statement. A weak superlattice gives an amplitude linear in λ if it supplies the wavevector difference between the two edges, if P₁ is not zero, and if no coupled state is nearly degenerate with either edge. P₁ can vanish because the borrowed terms cancel, or because symmetry makes each of them zero. To call the gap optically direct, the author would have to compute the momentum element and compare it with that of an allowed transition. The numerical output below gives that comparison for seven values of λ.

Numbers as computed

```
lattice constant a = 0.5 nm; Vx = 1.0 eV; Vy = 1.2 eV
hbar^2/(2m) = 0.038100 eV nm^2; pi/a = 6.2832 1/nm
valence maximum at k = (np.float64(1.0), np.float64(1.0)) pi/a, E = 0.6236 eV
conduction minimum at k = (np.float64(1.0), np.float64(0.0)) pi/a, E = 1.9645 eV
first band at X: -0.0218 eV; second band at M: 2.6099 eV
separation M-X, first band:  0.6454 eV
separation M-X, second band: 0.6454 eV
primitive indirect gap = 1.3409 eV
primitive smallest direct gap = 1.9863 eV
supercell gap at Gamma, lam=0: 1.3409 eV
largest |p| component across it: 1.3e-13 1/nm
lowest bright supercell transition: 1.9863 eV
dark supercell transitions below it: 2
cell integrals of p_x for the folded pair, 1/nm:
  cell (0,0): +1.5385
  cell (0,1): -1.5385
  cell (1,0): +1.5385
  cell (1,1): -1.5385
each cell, direct pair at M: 1.5922 1/nm
direct pair at M: |p_x| = 6.3687 1/nm, f = 3.1120
first-order slope |P1| = 7.8605 1/(nm eV)
  leading term, v mixed with first band at X: +4.6403
  leading term, c mixed with second band at M: +3.2892
  separable u, same two terms: +8.0949, -8.0949 1/(nm eV)
leaked weight of c / lam^2, first order: 0.2681 1/eV^2
lam(eV) gap(eV) |p_x|(1/nm) linear(1/nm) f/f_direct leaked weight
 0.01  1.3409  0.07860  0.07861  2.256e-04  2.681e-05
 0.02  1.3407  0.15716  0.15721  9.022e-04  1.072e-04
 0.04  1.3401  0.31401  0.31442  3.603e-03  4.285e-04
 0.08  1.3377  0.62559  0.62884  1.433e-02  1.708e-03
 0.16  1.3280  1.23231  1.25769  5.600e-02  6.730e-03
 0.32  1.2906  2.32981  2.51537  2.060e-01  2.544e-02
 0.64  1.1586  3.91093  5.03074  6.465e-01  8.387e-02
deviation from linear law, lam 0.04 over 0.02: 3.994
p_x at lam=-0.08 over p_x at +0.08: -1.000000
exceptions at lam = 0.08 eV:
  separable: |p_x| = 1.3e-13 1/nm, leaked weight 1.003e-02
  wrong wavevector: |p_x| = 1.3e-19 1/nm, leaked weight 2.576e-05
```
